Wexler Interpolation of Constriction Resistance Between the Sharvin and Maxwell Limits

When the resistance of a small hole joining two large pieces of metal is estimated, one has to decide whether the ballistic and diffusive constriction resistances may simply be added. If the contact radius is near the mean free path, the plain sum is too large by about a tenth of the true value. The Wexler form corrects this by a factor γ on the diffusive term.

**1. Model and definition**

A circular hole of radius a in a thin insulating screen at z = 0 joins two half-spaces of one metal with resistivity ρ and mean free path l. The Fermi surface is a sphere, scattering is elastic and isotropic, the screen reflects specularly, and k_F a ≫ 1. Let K = l/a and write

R = R_S + γ(K) R_M, R_S = 4ρl/(3πa²), R_M = ρ/(2a). (1)

Equation (1) by itself only defines γ. Its content lies in the values of γ. For later use, R_S/R_M = 8K/(3π).

Take carriers of charge +e, so that current and particle flow have the same direction; the resistance does not depend on this choice. Write the distribution as f₀(ε + eU − eu), where ε is the kinetic energy, U(r) the electrostatic potential and u(r,Ω) a small deviation that depends on the direction of motion Ω. Free motion conserves ε + eU, so U drops out of the linear Boltzmann equation:

lΩ·∇u + u = ⟨u⟩, j = (3/(ρl))⟨Ωu⟩. (2)

Here ⟨…⟩ is the average over the whole sphere of directions. Neutrality sets U = ⟨u⟩. For slow variation u ≈ φ − lΩ·∇φ with φ = ⟨u⟩. Since ⟨Ω_iΩ_j⟩ = δ_ij/3, equation (2) then gives j = −∇φ/ρ, which confirms the prefactor of j. Far away u → +V/2 on the left and −V/2 on the right.

**2. The two limits**

*Sharvin limit, l ≫ a.* Carriers crossing to the right carry V/2 and those crossing to the left carry −V/2. The average of Ω_z over the forward half, normalized to the whole sphere, is ½∫₀¹μdμ = 1/4. Hence

j_z = (3/(ρl))[(V/2)(1/4) + (V/2)(1/4)] = 3V/(4ρl). (3)

Multiplying by πa² gives V/I = R_S.

*Maxwell limit, l ≪ a.* Now ∇²φ = 0, with no flux through the screen. Try the current density j = I/(2πa√(a²−r²)) in the hole. Its integral is I, because ∫₀^a r dr/√(a²−r²) = a. A point current dI entering a half-space at its surface produces the potential ρdI/(2πs) at distance s. With polar coordinates about a point of the disc, dA/s = ds dα, so the disc potential relative to infinity is

φ = (ρ/2π)(I/(2πa)) ∫₀^π dα ∫_chord ds/√(a²−r²). (4)

Along a chord with ends s₋ and s₊, a²−r² = (s₊−s)(s−s₋). The substitution s = (s₊+s₋)/2 + ((s₊−s₋)/2) sinβ turns the inner integral into ∫dβ = π for every chord. The disc is therefore an equipotential with φ = ρI/(4a). The two sides add to V = ρI/(2a), so R = R_M and γ(0) = 1.

**3. First correction to the ballistic limit**

On the right-hand side let h = u + V/2, which vanishes far away. At the hole, h₊ belongs to carriers entering the right half-space and h₋ to carriers coming back. Reflection in the plane z = 0 combined with a change of sign maps the problem onto itself, so with mirrored directions

h₊ = V − h₋. (5)

To lowest order h₊ = V. At a point r on the right, the hole fills a solid angle Ω_h(r), so ⟨h⟩ = VΩ_h/(4π). Following a returning carrier back along its straight path, (2) gives, to first order in a/l,

h₋ = (V/l) ∫ds Ω_h/(4π). (6)

Let P₁ be the average of h₋/V over the hole and over incoming directions, weighted by the flux factor |Ω_z|. The normalization is πa²·π. Seen from r, an area element of the hole subtends dΩ_h = dA|Ω_z|/s², while s²dΩds = d³r. Therefore

P₁ = (1/(π²a²l)) ∫d³r Ω_h·Ω_h/(4π) = ∫Ω_h²d³r/(4π³a²l). (7)

This is the probability that a carrier scatters once and returns through the hole. The integrand falls as r⁻⁴, so distances of order a dominate and attenuation over l can be neglected here. A straight path from the right into the hole does not touch the screen, so the screen's reflection law does not enter at this order.

For z > 0, Ω_h is harmonic, being the z-derivative of a Coulomb potential. At z = 0⁺ it is 2π on the disc and 0 outside. Since ∫₀^a rJ₀(kr)dr = aJ₁(ka)/k,

Ω_h = 2πa ∫₀^∞ dk J₁(ka)J₀(kr)e^(−kz). (8)

Squaring, using ∫rdr J₀(kr)J₀(k′r) = δ(k−k′)/k and then ∫₀^∞e^(−2kz)dz = 1/(2k), gives

∫Ω_h²d³r = 2π(2πa)² ∫dk J₁²(ka)/(2k²) = 4π³a³ ∫₀^∞ J₁²(x)x⁻²dx. (9)

For the last integral use J₁²(x) = (2/π)∫₀^(π/2)J₂(2x cosθ)dθ. Poisson's form J₂(y)/y² = (1/(3π))∫₋₁¹(1−t²)^(3/2)cos(yt)dt, integrated over y with ∫₀^∞cos(yt)dy = πδ(t), gives ∫₀^∞J₂(y)y⁻²dy = 1/3. Scaling y = 2x cosθ yields

∫₀^∞J₁²x⁻²dx = (2/π)(1/3)·2∫₀^(π/2)cosθ dθ = 4/(3π). (10)

Thus ∫Ω_h²d³r = 16π²a³/3 and P₁ = 4/(3πK). By (5), a return h₋ also lowers h₊ by the same amount, so the net current, proportional to h₊ − h₋, is I/I_S = 1 − 2P₁ with I_S = V/R_S. Hence R = R_S(1 + 2P₁), and

γ(∞) = (R_S/R_M)·2P₁ = (8K/(3π))·(8/(3πK)) = 64/(9π²) ≈ 0.7205. (11)

A different end value, 9π²/128 ≈ 0.694, which a reader may meet for this limit, is about 4% lower than (11). It is not the first ballistic correction of this model.

**4. Equation for any ratio l/a**

Continue the right-hand solution into z < 0 as its mirror image. Specular reflection makes it continuous across the screen. At the hole, carriers leave with h₊ and arrive with h₋, so there is a jump q = h₊ − h₋, and

lΩ·∇h + h = ⟨h⟩ + l|Ω_z| q δ(z). (12)

Let G be the linear operator that gives the incoming value, h₋ = Gq. From (5), q = V − 2h₋, so

(1 + 2G)q = V. (13)

To find G, Fourier transform (12), writing n_k for the transform of ⟨h⟩:

h_k = (n_k + l|Ω_z|q_k)/(1 + ilk·Ω). (14)

Set p = lk_∥, ζ = lk_z and κ² = p² + ζ². The average of 1/(1+ilk·Ω) is A = ½∫₋₁¹dμ/(1+iκμ) = arctan κ/κ. Averaging (14) gives

n_k = l⟨|Ω_z|q_k/(1+ilk·Ω)⟩/(1−A). (15)

The direct term in (14) describes carriers leaving the disc and contributes nothing to those arriving, so h₋ comes from n_k alone. Let (f,g) denote the integral over the hole of ⟨|Ω_z|fg⟩. For products of radial functions g_m, g_n and angular functions f_a, f_b of |Ω_z|,

(g_m f_a, G g_n f_b) = ∫d²k_∥/(2π)² ĝ_m ĝ_n M_ab(p), (16)

M_ab = ∫dζ/(2π) F_aF_b/(1−A), F_a = ⟨|Ω_z|f_a/(1+ilk·Ω)⟩. (17)

Take f₀ = 1 and f₁ = |Ω_z|. For F₀ the azimuthal average of 1/(α+iβcosφ) is 1/√(α²+β²), which gives

F₀ = Re∫₀¹μdμ/√Q, Q = 1 + p² + 2iζμ − κ²μ². (18)

Since μ = (iζ − Q′/2)/κ², the Q′ part integrates to [√(1+p²) − (1+iζ)]/κ². The other part is (iζ/κ²)∫₀¹dμ/√Q, with

∫dμ/√Q = −(i/κ) ln(κ√Q + ζ + iκ²μ). (19)

At μ = 1 the argument is (κ+ζ)(1+iκ), and at μ = 0 it is ζ + κ√(1+p²). Taking the real part,

F₀ = κ⁻²{√(1+p²) − 1 + (ζ/κ) ln[(κ+ζ)√(1+κ²)/(ζ+κ√(1+p²))]}. (20)

For F₁ = ⟨Ω_z²/(1+ilk·Ω)⟩, split Ω_z into parts along and across k. The average of the squared component along k is B = (1−A)/κ². Each transverse component gives (A−B)/2, and the cross term vanishes, so

F₁ = [ζ²B + p²(A−B)/2]/κ². (21)

**5. What the correction factor measures**

First take the simplest trial, a constant q = c. Projecting (13) on 1 gives c(1,(1+2G)1) = V(1,1). Because I/I_S = (1,q)/(V(1,1)),

R/R_S = 1 + 2(1,G1)/(1,1), (1,1) = πa²/2. (22)

The transform of the disc is 2πaJ₁(ka)/k. Define a scale weight s(p) = 8pM₀₀(p)/3. Then (16) gives

(1,G1) = 2πa²∫dk J₁²(ka)M₀₀(kl)/k = (3πa²/(4K)) ∫₀^∞J₁²x⁻²s(Kx)dx. (23)

Inserting this in (22) and multiplying R/R_S − 1 by R_S/R_M yields the uniform-current estimate

γ_u(K) = (8/π)∫₀^∞J₁²(x)x⁻²s(Kx)dx. (24)

For p → 0 the region of small κ dominates (17). There F₀ → 1/2 and 1−A → κ²/3, so M₀₀ → (3/4)∫dζ/(2π)/(p²+ζ²) = 3/(8p) and s → 1. For p → ∞, F₀ → p/κ² and A → 0, so M₀₀ → ∫dζ/(2π) p²/(p²+ζ²)² = 1/(4p) and s → 2/3.

The factor thus compares the lateral scale of the current pattern, 1/k_∥, with l. Patterns much wider than l have the full diffusive weight, and patterns much finer than l have two thirds of it. The computed s is 0.95 at p = 0.1, 0.74 at p = 1 and 0.68 at p = 3. With (10), γ_u runs from 32/(3π²) ≈ 1.081 to 64/(9π²). The upper end exceeds 1 because a uniform current is imposed where the Maxwell solution crowds current at the rim.

**6. Improved values and an independent check**

The crowding is admitted by combining radial profiles (1−r²/a²)^ν, with ν = 0, −0.4 and 1, with both angular functions. Projecting (13) on these six functions gives a small linear system. By (16) its matrix is symmetric, so its solution makes 2V(1,q) − (q,(1+2G)q) stationary. Within this class of functions, an error in q enters the current in second order.

The class omits all dependence on the in-plane direction of motion, in particular functions that are odd in that direction. For them reciprocity holds for a product in which one function has its in-plane direction reversed, and this product is negative when an odd function is paired with itself. The full stationary point is then not a plain maximum, and the result is an estimate, not a bound.

The basis gives:

K = 0.1: γ = 0.97
K = 0.3: γ = 0.92
K = 1: γ = 0.83
K = 3: γ = 0.77
K = 10: γ = 0.74
K = 100: γ = 0.72

These values are not converged in the second digit for intermediate K. Enlarging the basis by functions proportional to cos m(φ_Ω − φ_r), where φ_Ω and φ_r are the azimuths of the direction and of the position, raises γ to 0.93 at K = 0.3, 0.90 at K = 0.5, 0.845 at K = 1 and 0.78 at K = 3. The shift is about 0.02 for K between 0.5 and 1 and below 0.005 at K = 0.1, 10 and 100.

A random walk provides a check without this basis. Let 𝓑 map outgoing to incoming values, h₋ = 𝓑h₊. From (5), h₊ = V(1+𝓑)⁻¹1. Expanding in powers of 𝓑 and averaging gives

I/I_S = 1 − 2P(N≥1) + 2P(N≥2) − … = average of (−1)^N, (25)

where P(N≥n) is the probability that a carrier launched through the hole recrosses it at least n times. The ratio I/I_S is therefore the probability of ending on the far side minus that of ending on the near side. A walk stopped at a large distance r may still return. The diffusive far field Iρ/(2πr), divided by V/2, reduces its expected sign by the factor 1 − (3a²/(4lr))(I/I_S), which is included.

The walks give γ = 0.878 ± 0.009 at K = 0.5, 0.851 ± 0.007 at K = 1 and 0.780 ± 0.006 at K = 3 (one standard error). The basis gives 0.878, 0.827 and 0.767. The agreement of the first pair is accidental: the enlarged basis gives 0.896 there, about two standard errors above the walk. At K = 1 the basis value is lower by 0.024, or 3.6 standard errors, and at K = 3 by about two. The test allowed four standard errors plus 0.01 for the omitted functions. Dropping one radial profile changes γ(1) by 0.005. The gap comes from the omitted odd functions: the m = 1 terms alone raise γ(1) from 0.827 to 0.845, within one standard error of the walk, while further radial, polar or m = 2 functions change it by less than 0.001. Near K = 1 the six-function values are therefore low by about 0.02, which is about 1% of R.

**7. Worked example**

Take round model parameters ρ = 20 nΩ m and l = 40 nm. The free-electron relations n = k_F³/(3π²) and ρ = ħk_F/(ne²l) give k_F² = 3π²ħ/(e²ρl), so k_F = 12.3 nm⁻¹. The smallest hole below has k_F a = 123, so the semiclassical condition holds.

For a = 40 nm, K = 1 and

R_S = 4(20×10⁻⁹ Ω m)(40×10⁻⁹ m)/[3π(40×10⁻⁹ m)²] = 0.212 Ω,

R_M = (20×10⁻⁹ Ω m)/(80×10⁻⁹ m) = 0.250 Ω,

R = 0.212 Ω + 0.83 × 0.250 Ω ≈ 0.42 Ω.

The plain sum is 0.46 Ω, about 10% above this R. With γ = 0.845 from the enlarged basis, or the random-walk value 0.85, the excess is about 9%.

For a = 10 nm, K = 4 and R = 3.40 Ω + 0.76 × 1.00 Ω ≈ 4.2 Ω; the plain sum is 6% too large. For a = 160 nm, K = 0.25 and R = 0.0133 Ω + 0.93 × 0.0625 Ω ≈ 0.07 Ω. The six-function value gives an excess of 6% (5% with γ = 0.94 from the enlarged basis), but here most of R comes from the term containing γ, and an error of 0.01 in γ shifts the excess by about one percentage point. The error of the plain sum is small at both ends for different reasons: for large K the term containing γ is a small part of R, and for small K γ itself approaches 1. The scan of K, which uses the basis values of γ, places the largest excess near K = 0.9 and puts it at about 10%. The six-function values are low there; with the odd functions included, the largest excess is about 9%, near K = 1.

These values describe the hole alone. A screen whose thickness is not small compared with a adds the resistance of a channel, which for l ≫ a depends strongly on how the channel walls reflect. A barrier at the interface, rough or diffuse walls, grain boundaries, a non-spherical Fermi surface and leads of finite width all require changes to (2) or to its boundary conditions. When k_F a is no longer large, the conductance must be found from quantum modes. The numerical output follows.

Calculated quantities

```
Maxwell resistance from equipotential disc: 0.50000 rho/a
Integral of squared solid angle: 52.6379 a^3
16 pi^2/3 = 52.6379
First return probability times K: 0.42441
gamma(infinity) from that integral: 0.72051
64/(9 pi^2) = 0.72051
9 pi^2/128 = 0.69396
32/(3 pi^2) = 1.08076
Scale weight s(p), dimensionless:
  p = 0.01: s = 0.9943
  p = 0.1: s = 0.9473
  p = 0.3: s = 0.8670
  p = 1: s = 0.7390
  p = 3: s = 0.6799
  p = 10: s = 0.6680
  p = 100: s = 0.6667
K, gamma (full basis), gamma (uniform current), dimensionless:
  0.01: 1.0003  1.0737
  0.1: 0.9703  1.0215
  0.3: 0.9151  0.9460
  1: 0.8270  0.8386
  3: 0.7666  0.7702
  10: 0.7357  0.7366
  100: 0.7212  0.7212
  1000: 0.7205  0.7205
Change of gamma(1) on dropping one radial profile: 5.1e-03
Random walks, 200000 electrons each: K, gamma, standard error
  0.5: 0.8783 +- 0.0085; Galerkin 0.8784
  1: 0.8509 +- 0.0066; Galerkin 0.8270
  3: 0.7802 +- 0.0063; Galerkin 0.7666
Largest excess of R_S+R_M over R: 10.36 % at K = 0.89
Example: rho = 20 nOhm m, l = 40 nm
Free-electron k_F = 12.33 nm^-1
a = 10 nm: K = 4, k_F a = 123
  R_S = 3.3953 Ohm, R_M = 1.0000 Ohm
  gamma = 0.7564, R = 4.1517 Ohm
  plain sum exceeds R by 5.87 %
a = 40 nm: K = 1, k_F a = 493
  R_S = 0.2122 Ohm, R_M = 0.2500 Ohm
  gamma = 0.8270, R = 0.4190 Ohm
  plain sum exceeds R by 10.32 %
a = 160 nm: K = 0.25, k_F a = 1973
  R_S = 0.0133 Ohm, R_M = 0.0625 Ohm
  gamma = 0.9267, R = 0.0712 Ohm
  plain sum exceeds R by 6.43 %
```
